# Rejection-free Monte Carlo for boron-interstitial clustering and its master equation

## The form of the waiting law

Let a configuration \(x\) have total exit rate \(R\), constant in time. This means that, if \(x\) is still occupied, it is left during a short interval \(dt\) with probability \(R\,dt\). The probability of no jump up to time \(t\) is dimensionless, and \(R\) is the sole rate that enters it, so it has the form \(F(Rt)\).

Time-translation symmetry fixes \(F\). A configuration that has survived for some time is the same configuration, with the same rates, as a newly formed one. Survival over two successive intervals is therefore a product, \(F(a+b)=F(a)F(b)\). The meaning of the rate gives \(F(\epsilon)=1-\epsilon+o(\epsilon)\). Hence

\[
\frac{F(a+\epsilon)-F(a)}{\epsilon}=F(a)\frac{F(\epsilon)-1}{\epsilon}\longrightarrow -F(a),
\]

so \(F'=-F\). With \(F(0)=1\), the survival probability is \(e^{-Rt}\), and the waiting-time density is \(Re^{-Rt}\), with mean \(1/R\).

This fixes one wait. It remains to show that a sequence of such waits and jumps has the right distribution at every time. The precise claim is as follows. On a finite set of states with constant rates \(w_{xy}\ge0\) for \(x\ne y\), and \(R_x=\sum_y w_{xy}\), wait in \(x\) for an exponential time of rate \(R_x\), then jump to \(y\) with probability \(w_{xy}/R_x\), independently of the wait and of the past. A state with \(R_x=0\) is kept for ever. Then the occupation probabilities satisfy

\[
\frac{dp_y}{dt}=\sum_{x\ne y}p_xw_{xy}-R_yp_y .
\]

## The clustering model and its rates

The state is the list of numbers \((n_I,n_B,n_{BI},n_{B_2I},n_{B_2I_2})\). Here \(I\) is a free interstitial, \(B\) substitutional boron, \(BI\) a mobile pair, and the last two are immobile clusters. The reactions are

\[
\begin{aligned}
I+B&\rightleftharpoons BI, & BI+B&\rightleftharpoons B_2I,\\
B_2I+I&\rightleftharpoons B_2I_2, & 2BI&\rightleftharpoons B_2I_2,
\end{aligned}
\]

together with \(I\to\) sink. All other clusters, including small ones such as \(I_2\) and \(BI_2\), are left out, as are charge states and positions. The populations found below therefore belong to this reaction list and are not predictions for a real material.

For capture, take a walker of diffusivity \(D\) and a target of radius \(a\) in volume \(V\). The steady concentration that vanishes at \(r=a\) and tends to \(c_\infty\) far away is \(c=c_\infty(1-a/r)\). Its inward flux through the target surface is

\[
4\pi a^2D\left.\frac{dc}{dr}\right|_{a}=4\pi a^2D\,\frac{c_\infty}{a}=4\pi aDc_\infty .
\]

When \(a\) is much smaller than the distance between targets, one walker in the box has \(c_\infty\approx1/V\). The model therefore gives each distinct pair the rate

\[
k=\frac{4\pi aD}{V}.
\]

If both partners move independently, \(D\) is the sum of their diffusivities. There are \(n_In_B\) distinct pairs for \(I+B\), but \(n_{BI}(n_{BI}-1)/2\) for \(2BI\).

Emission must balance capture in a closed box. In the dilute limit, with \(M\) sites for each species, one orientation per cluster and no vibrational entropy difference, the canonical weight is

\[
\pi(n)\propto\prod_j\frac{z_j^{n_j}}{n_j!},\qquad z_j=Me^{-E_j/k_BT}.
\]

For \(A+A'\rightleftharpoons C\) with different reactants, let \(n'\) be the state after capture. The ratio of weights is

\[
\frac{\pi(n')}{\pi(n)}=\frac{z_C}{z_Az_{A'}}\,\frac{n_An_{A'}}{n_C+1}.
\]

Detailed balance requires \(\pi(n)\,k\,n_An_{A'}=\pi(n')\,k_{\rm off}(n_C+1)\). The occupation numbers cancel, leaving

\[
k_{\rm off}=k\frac{z_Az_{A'}}{z_C}=kMe^{-E_b/k_BT},\quad E_b=E_A+E_{A'}-E_C .
\]

For two identical reactants the ratio contains \(n_A(n_A-1)\), while the capture rate is \(kn_A(n_A-1)/2\). The same cancellation then gives \(k_{\rm off}=\tfrac12kMe^{-E_b/k_BT}\). The factor \(1/2\) belongs to emission into two identical products.

Since all emission constants use one set of energies, the two routes to \(B_2I_2\) are consistent with the same equilibrium. The canonical law was tested against the stationary vector of the closed-box rate matrix; the largest difference in probability was \(2.7\times10^{-15}\). The sink has no reverse reaction, so the open box does not settle into this equilibrium: it loses its interstitials.

## From competing reactions to one random wait

Suppose that the possible events in a state have independent exponential clocks with rates \(w_j\), and let \(R=\sum_jw_j\). Event \(j\) wins after time \(t\) if its clock rings at some \(s>t\) while all the others are still silent:

\[
\begin{aligned}
P(j,\tau>t)&=\int_t^\infty w_je^{-w_js}\prod_{k\ne j}e^{-w_ks}\,ds\\
&=w_j\int_t^\infty e^{-Rs}\,ds=\frac{w_j}{R}e^{-Rt}.
\end{aligned}
\]

The result is a product, so the winner and the waiting time are independent. One wait and one weighted selection replace all the clocks. The losing clocks may be discarded after the jump because a clock that has not rung has no memory: \(P(T>t+s\mid T>t)=e^{-ws}\). If several events lead to the same new state, their rates add to give \(w_{xy}\).

To draw the wait, let \(u\) be uniform on \((0,1]\) and set \(\tau=-\ln u/R\). Then

\[
P(\tau>t)=P(u<e^{-Rt})=e^{-Rt}.
\]

The scheme is called rejection-free because every selection produces a jump.

```text
x = initial state; t = 0; i = first observation
loop:
    list events of x with positive rates w[j]
    R = sum of w[j]
    if R = 0:
        record x at all remaining observations; stop
    draw u in (0,1];  t_new = t - ln(u)/R
    while observations remain and time[i] < t_new:
        record x at time[i];  i = i + 1
    if no observations remain: stop
    draw an independent v in [0,1)
    choose first j with w[1] + ... + w[j] > v*R
    x = state after event j;  t = t_new
```

Recording comes before the update because the old state occupies the whole interval up to `t_new`.

## Proof of the master equation

Let \(P_{xy}(t)\) be the probability that the algorithm, started in \(x\), is in \(y\) at time \(t\). First, infinitely many jumps cannot accumulate in a finite time. If \(T_n\) is the time of jump \(n\) and \(R_{\max}>0\) the largest exit rate, each wait contributes at most \(R_{\max}/(R_{\max}+s)\) to the average of \(e^{-sT_n}\), for \(s>0\). Since \(e^{s(t-T_n)}\ge1\) whenever \(T_n\le t\),

\[
P(T_n\le t)\le e^{st}\left(\frac{R_{\max}}{R_{\max}+s}\right)^n\to0 .
\]

Now separate the histories by their first jump. Either there is none before \(t\), or it occurs at time \(s\) and leads to some state \(z\), from which the algorithm starts afresh:

\[
P_{xy}(t)=\delta_{xy}e^{-R_xt}+\int_0^t R_xe^{-R_xs}\sum_{z\ne x}\frac{w_{xz}}{R_x}P_{zy}(t-s)\,ds .
\]

The factors \(R_x\) cancel. Put \(u=t-s\), so that \(e^{-R_xs}=e^{-R_xt}e^{R_xu}\), and multiply by \(e^{R_xt}\):

\[
e^{R_xt}P_{xy}(t)=\delta_{xy}+\int_0^te^{R_xu}\sum_{z\ne x}w_{xz}P_{zy}(u)\,du .
\]

The integrand is bounded, so the right side, and hence \(P\), is continuous. The integrand is then continuous too, and both sides may be differentiated:

\[
e^{R_xt}\left(R_xP_{xy}+\frac{dP_{xy}}{dt}\right)=e^{R_xt}\sum_{z\ne x}w_{xz}P_{zy}.
\]

Define \(Q_{xy}=w_{xy}\) for \(x\ne y\) and \(Q_{xx}=-R_x\). The last equation becomes \(dP/dt=QP\), with \(P(0)=1\). It also holds for an absorbing state, whose row of \(Q\) is zero. Its solution is unique, because

\[
\frac{d}{dt}\left(e^{-Qt}P\right)=e^{-Qt}(-QP+QP)=0,
\]

and therefore \(P=e^{Qt}\). A matrix commutes with its own exponential, so \(dP/dt=PQ\) as well. Multiplication from the left by the initial row vector gives \(p(t)=p(0)P(t)\) and \(dp/dt=pQ\). Written in components, this is the stated master equation.

The first-jump equation was tested by quadrature against the matrix exponential at 2 ms. The largest difference in probability was \(5.0\times10^{-16}\).

## Why another waiting law fails

Keep the jump sequence independent of the waits, but allow an arbitrary law for the positive wait in each state, drawn afresh at each arrival and at time zero. For \(s>0\), let \(f_x=\langle e^{-s\tau_x}\rangle\). The Laplace transform of the survival probability is, by partial integration,

\[
S_x=\int_0^\infty e^{-st}P(\tau_x>t)\,dt=\frac{1-f_x}{s}.
\]

Let \(K_{xy}\) be the jump probabilities, with \(K_{xx}=0\), and treat \(f\) and \(S\) as diagonal matrices. Separation by the first jump now gives \(\hat P=S+fK\hat P\).

If the process reproduces the master equation from every starting state, then \(\hat P=\int_0^\infty e^{-st}e^{Qt}dt=(s-Q)^{-1}\). Insert this and multiply from the right by \(s-Q\):

\[
1=S(s-Q)+fK .
\]

The diagonal elements give \(1=S_x(s+R_x)\). Hence

\[
S_x=\frac1{s+R_x},\qquad f_x=1-sS_x=\frac{R_x}{s+R_x},
\]

which is the transform of the exponential density. The off-diagonal elements give \(S_xw_{xy}=f_xK_{xy}\), so \(K_{xy}=w_{xy}/R_x\) for \(R_x>0\). Within this class of algorithms, both the waiting law and the selection rule are necessary.

As a test, exponential waits were compared with two-stage waits of equal mean, at \(s=100\ \mathrm{s^{-1}}\). The largest mismatch in \(s\hat P\), a quantity on the scale of a probability, was \(4.3\times10^{-16}\) for the exponential law and 0.088 for the two-stage law.

A single \(I\) and a single \(B\) in a box without a sink show the difference most simply. The pair probability obeys

\[
\dot p=k_{\rm on}(1-p)-k_{\rm off}p
=k_{\rm on}-(k_{\rm on}+k_{\rm off})p .
\]

Starting from \(p=0\), the solution is

\[
p(t)=\frac{k_{\rm on}}{k_{\rm on}+k_{\rm off}}
\left[1-e^{-(k_{\rm on}+k_{\rm off})t}\right].
\]

If each random wait is replaced by its mean, the box switches on a fixed timetable and \(p(t)\) alternates between 0 and 1 without relaxing. Its time average is nevertheless correct, since

\[
\frac{1/k_{\rm off}}{1/k_{\rm on}+1/k_{\rm off}}=\frac{k_{\rm on}}{k_{\rm on}+k_{\rm off}} .
\]

Agreement of long-time averages therefore does not validate the transient.

## Moments of the dissolution time

Let \(T\) be the time until all interstitials have reached the sink. At fixed jump sequence the waits are independent, with means \(1/R_i\) and variances \(1/R_i^2\). Splitting the variance into the part between sequences and the part within them gives

\[
\operatorname{Var}T=\operatorname{Var}\Big(\sum_i\frac1{R_i}\Big)+\Big\langle\sum_i\frac1{R_i^2}\Big\rangle .
\]

A clock that advances by \(1/R_i\) keeps the first term and loses the second. Its mean dissolution time is unchanged.

These quantities also follow without trajectories. Let \(m_x\) be the mean of \(T\) from state \(x\), and \(q_x\) its mean square. After one wait and one jump,

\[
m_x=\frac1{R_x}+\sum_yK_{xy}m_y .
\]

Multiplication by \(R_x\) gives \(\sum_yQ_{xy}m_y=-1\), with \(m=0\) in the absorbing state. For the square, use \(\langle\tau^2\rangle=2/R_x^2\) and the independence of the wait from what follows:

\[
\begin{aligned}
q_x&=\frac2{R_x^2}+\frac2{R_x}\sum_yK_{xy}m_y+\sum_yK_{xy}q_y\\
&=\frac{2m_x}{R_x}+\sum_yK_{xy}q_y .
\end{aligned}
\]

Thus \(\sum_yQ_{xy}q_y=-2m_x\). If \(G_x\) is the mean total time spent in \(x\), the mean number of visits is \(G_xR_x\), and the lost variance is \(\sum_xG_x/R_x\). Integrating \(dp/dt=pQ\) over all time, restricted to the non-absorbing states, gives \(GQ=-p(0)\).

## Worked example

The parameters are round model values and represent no particular host. A periodic box of edge \(L=20\) nm holds 8 boron atoms and 4 free interstitials at 1100 K. The boron concentration is \(10^{18}\ \mathrm{cm^{-3}}\). With \(a=0.5\) nm and \(D_I=10^5\ \mathrm{nm^2/s}\),

\[
k_I=\frac{4\pi(0.5)(10^5)}{8000}=78.54\ \mathrm{s^{-1}} .
\]

The pair binding energy is 1.0 eV and \(M=400000\), so

\[
k_{\rm off}=78.54\times400000\,e^{-1.0/0.09479}\approx823\ \mathrm{s^{-1}} .
\]

Initially, pairing has rate \(78.54\times4\times8=2513.3\ \mathrm{s^{-1}}\). Loss at \(20\ \mathrm{s^{-1}}\) per free interstitial has rate \(80\ \mathrm{s^{-1}}\). Their sum is \(R=2593.3\ \mathrm{s^{-1}}\). For the illustrative draws \(u=0.30\) and \(v=0.50\),

\[
\tau=\frac{-\ln0.30}{2593.3\ \mathrm{s^{-1}}}=0.464\ \mathrm{ms},\qquad vR=1296.6\ \mathrm{s^{-1}} .
\]

The second value lies below 2513.3, so pairing is chosen. An observation at 0.2 ms records the initial state; the new state has 3 free interstitials, 7 substitutional boron atoms and one pair.

At 0.2 ms the probability of no jump is \(e^{-2593.3\times0.0002}=0.595\). The master equation gives 0.620 for the initial state. The difference, 0.025, is the probability of having left and returned through pair dissociation. Trajectories give 0.616, whereas the mean clock gives 1: its first jump comes at \(1/R=0.386\) ms.

The substitutional fraction is 0.946 at 0.2 ms, 0.762 at 5 ms, 0.633 at 50 ms and 0.832 at 500 ms. If each substitutional boron atom acts as one ionized dopant and the other forms as none, this is the active fraction of the boron. It does not give the carrier density at 1100 K, to which intrinsic carriers may contribute strongly. At 50 ms the clusters contain on average \(2(0.629+0.696)=2.65\) boron atoms and \(0.629+2(0.696)=2.02\) interstitials. At 500 ms the latter number has fallen to \(0.507+2(0.126)=0.76\). Once the last interstitial is lost, the model has no remaining cluster and all boron is substitutional.

Ten thousand trajectories were tested against the master equation by chi-square at the four times, with rare states pooled. The tail probabilities were 0.062, 0.818, 0.029 and 0.924, all above the preset limit of \(10^{-4}\). The substitutional fractions at 0.2 and 50 ms deviate by about two standard errors. The four comparisons share trajectories and are not independent.

The mean dissolution time is 745 ms from the linear equations and 742 ms from trajectories. The latter has a standard error of \(471/\sqrt{10000}\approx4.7\) ms. The predicted standard deviation is 478 ms with exponential waits and 439 ms with the mean clock. The lost share of the variance is \(1-(439/478)^2\approx0.16\). Most of the spread here thus comes from different jump sequences, which is why correct means and nearly correct spreads can conceal a wrong clock.

## Cost, stability and failure modes

The mean number of jumps is 233 per trajectory. Exactly four are sink events, because four interstitials must be lost; the other 229 are captures and emissions. There is no time step and no associated stability limit. Stiffness appears instead as many fast reversible events between rare losses.

With \(m\) channels, rebuilding and scanning the rates costs \(O(m)\) per event. If states recur, stored cumulative rates reduce selection to \(O(\log m)\). The statistical error falls as the inverse square root of the number of trajectories.

The direct master equation is preferable while its state list is small, as with the 46 states here. With ample boron, the states satisfy \(n_I+n_{BI}+n_{B_2I}+2n_{B_2I_2}\le N\), where \(N\) is the initial number of interstitials. For large \(N\) their number approaches the volume of this region, \(N^4/(4!\times2)=N^4/48\). A dense matrix operation of cubic cost then grows as \(N^{12}\).

Several details can invalidate an implementation:

- **Random numbers.** A zero must not enter the logarithm. Using the same number for wait and selection destroys their independence.
- **Rounding.** If \(R\) and the running sum of the rates are added in different orders, rounding can leave the complete running sum slightly below \(R\). For \(v\) very close to 1, no channel may then satisfy the selection condition, and the last positive-rate channel should be selected. If \(t\) is so large that adding \(\tau\) leaves it unchanged, time should be stored relative to a recent origin.
- **Changing temperature.** If the rates vary during a wait, survival obeys \(\dot F=-R(t)F\). The jump time \(t'\) then follows from \(\int_t^{t'}R(s)\,ds=-\ln u\), and the event is selected with the rates at \(t'\). If the rates fall so fast that the integral never reaches \(-\ln u\), no further jump occurs.
- **Missing spatial memory.** The slowest density wave in the periodic box has wave number \(2\pi/L\) and decays in \(L^2/(4\pi^2D)\). For \(I\) this is 0.10 ms, against 1.6 ms for capture by 8 boron atoms. For \(BI\) it is 1.0 ms, against 18 ms for capture by 7, but the pair dissociates after a mean time of \(1/823\ \mathrm{s}=1.2\) ms. The lifetime of a pair is thus comparable with its mixing time, and the well-mixed assumption is weak for its motion.

The last point concerns the rates and the choice of state, not the proof. If positions matter, they must become part of \(x\). The waiting law then applies to the enlarged state if the motion consists of hops between discrete sites, with finite rates that depend on the present configuration alone. Continuous diffusion has no such exit rate and needs a different treatment. The full set of values is in the numerical output below.

## Computed values

```
T = 1100 K, kT = 0.09479 eV
box edge = 20 nm, capture radius = 0.5 nm
site density = 50 nm^-3, sites M = 400000
D_I = 100000, D_BI = 10000 nm^2/s
boron concentration = 1.00e+18 cm^-3
energies (eV): {'I': 0.0, 'B': 0.0, 'BI': -1.0, 'B2I': -2.2, 'B2I2': -3.5}
start: {'I': 4, 'B': 8, 'BI': 0, 'B2I': 0, 'B2I2': 0}
rate constant I+B->BI: 78.54 s^-1
rate constant BI->I+B: 823.3 s^-1
rate constant BI+B->B2I: 7.854 s^-1
rate constant B2I->BI+B: 9.982 s^-1
rate constant B2I+I->B2I2: 78.54 s^-1
rate constant B2I2->B2I+I: 34.76 s^-1
rate constant 2BI->B2I2: 15.71 s^-1
rate constant B2I2->2BI: 0.4214 s^-1
rate constant I->sink: 20 s^-1
I: mixing 0.101 ms, capture by 8 B 1.592 ms
BI: mixing 1.013 ms, capture by 7 B 18.189 ms
states: open box 46, closed box 22
first step I+B->BI: 2513.27 s^-1, share 0.9692
first step I->sink: 80.00 s^-1, share 0.0308
R = 2593.27 s^-1, 1/R = 0.3856 ms
u = 0.30, 0.50: wait 0.4643 ms, event I+B->BI
canonical law, largest error = 2.7e-15
clock lemma, largest deviation = 1.70 standard errors
first-jump equation, largest error = 5.0e-16
Laplace mismatch: exponential 4.3e-16, two-stage 0.0877
trajectories = 10000
t = 0.2 ms, master mean numbers: I 3.5584, B 7.5711, BI 0.4240, B2I 0.0024, B2I2 0.0001
  substitutional fraction: master 0.9464, KMC 0.9447 +- 0.0008
  chi-square tail: exponential 0.062, mean clock 0.0e+00
t = 5 ms, master mean numbers: I 2.0587, B 6.0973, BI 1.2630, B2I 0.2070, B2I2 0.1128
  substitutional fraction: master 0.7622, KMC 0.7627 +- 0.0014
  chi-square tail: exponential 0.818, mean clock 0.0e+00
t = 50 ms, master mean numbers: I 0.5228, B 5.0656, BI 0.2842, B2I 0.6293, B2I2 0.6958
  substitutional fraction: master 0.6332, KMC 0.6362 +- 0.0016
  chi-square tail: exponential 0.029, mean clock 8.9e-22
t = 500 ms, master mean numbers: I 0.1136, B 6.6558, BI 0.0771, B2I 0.5074, B2I2 0.1261
  substitutional fraction: master 0.8320, KMC 0.8317 +- 0.0016
  chi-square tail: exponential 0.924, mean clock 1.7e-07
P(start state, 0.2 ms): master 0.6204, KMC 0.6158, mean clock 1.0000
mean dissolution time: master 744.70 ms
  KMC 741.81 ms, mean clock 741.22 ms
standard deviation, exponential: theory 478.16, KMC 470.74 ms
standard deviation, mean clock: theory 439.07, KMC 432.45 ms
variance share of waiting times = 0.1568
mean number of jumps: theory 232.95, KMC 232.87
largest moment deviation = 1.52 standard errors
```
